# The Price of One More Digit of Correlation Energy

**Question.** A correlation energy has been computed for a molecule in a finite orbital basis, and the result is not yet converged with respect to that basis. How much more work does one further correct digit cost if the basis is simply enlarged, and how does this price scale with the accuracy already reached?

**Answer.** Three things have to be known: how the number of basis functions grows along a hierarchy of bases, how the error falls, and how the work grows.

## What is held fixed

The molecule, its geometry and the correlation method stay the same. Let $o$ be the number of occupied orbitals and $N$ the number of spatial basis functions. The bases form a hierarchy labelled by a level $X$, such as the cardinal number of the correlation-consistent sets (2 for double zeta, 3 for triple zeta). Let $E_X$ be the correlation energy at level $X$ and $E_\infty$ its limit for a complete basis with the same method. The basis-set error is

$$\delta=|E_X-E_\infty| .$$

One more digit means that $\delta$ becomes ten times smaller. The difference between $E_\infty$ and the true correlation energy is the error of the method, and no enlargement of the basis removes it.

For large $X$ the premises are

$$N=aX^3,\qquad \delta=bX^{-3},\qquad K=cN^4,$$

where $K$ is the work and $a,b,c$ do not depend on $X$. The first gives $X^3=N/a$. Inserted into the second, this gives

$$\delta=\frac{b}{X^3}=\frac{ab}{N},\qquad\text{so}\qquad N=\frac{ab}{\delta}.$$

The third premise then becomes

$$K=c\left(\frac{ab}{\delta}\right)^4\propto\delta^{-4}.$$

For two calculations on the same molecule the constants cancel:

$$\frac{K_2}{K_1}=\left(\frac{N_2}{N_1}\right)^4=\left(\frac{\delta_1}{\delta_2}\right)^4 .$$

With $\delta_2=\delta_1/10$ the ratio is $10^4$. **Each further digit costs ten thousand times more work**, whatever the accuracy already reached, as long as the three power laws hold. The basis must grow tenfold, while the level rises only by the factor $10^{1/3}\approx2.15$. If the work grew as $N^p$, the same steps would give $10^p$ per digit.

The relation can be read backwards. A computer ten times faster allows $10^{1/4}\approx1.78$ times more functions, and the error falls by that factor: a quarter of a digit.

How far this answer can be trusted depends on the premises.

## Why the basis grows as the cube of the level

In a correlation-consistent set for an atom from boron to neon, level $X$ contains angular momenta $l=0,\dots,X$, with $X+1-l$ radial functions for each $l$. Each radial function comes with $2l+1$ angular functions, so

$$N=\sum_{l=0}^{X}(2l+1)(X+1-l).$$

The factor $X+1-l$ is the number of integers $n$ from $l+1$ to $X+1$. The double sum over $l$ and $n$ can therefore be taken in the other order, with $l$ running from 0 to $n-1$ for each $n$:

$$N=\sum_{n=1}^{X+1}\sum_{l=0}^{n-1}(2l+1)=\sum_{n=1}^{X+1}n^2=\frac{(X+1)(X+2)(2X+3)}{6}.$$

This gives 14, 30, 55 and 91 functions for $X=2,3,4,5$. Multiplied out,

$$N=\frac{X^3}{3}\left(1+\frac{9}{2X}+\frac{13}{2X^2}+\frac{3}{X^3}\right).$$

The cube is the leading term, but at $X=3$ the first correction in the bracket is 1.5, larger than the leading 1. This matters for the price at practical levels, as shown below.

## Why the error falls so slowly

Two electrons of opposite spin can meet. At small separation $r$ their repulsion diverges as $1/r$, and the kinetic energy has to cancel this divergence. Near contact, write $\psi=\psi_0(1+\gamma r)$. The kinetic operator of the relative motion is $-(\hbar^2/m)\nabla^2$, because the reduced mass is $m/2$, and $\nabla^2r=2/r$. The terms in $1/r$ cancel if

$$-\frac{\hbar^2}{m}\,\frac{2\gamma}{r}+\frac{e^2}{4\pi\varepsilon_0r}=0,\qquad \gamma=\frac{me^2}{8\pi\varepsilon_0\hbar^2}.$$

The wave function thus has a kink at $r=0$, the electron-electron cusp. Products of smooth orbitals must build this kink from many terms.

A scaling estimate follows. If $N$ functions cover a fixed volume evenly, they resolve lengths down to $h\propto N^{-1/3}$. Within $r<h$ the kink is rounded off, and the gradient of $\psi$ is wrong by about $\gamma\psi_0$. The energy error is about $(\hbar^2/m)\gamma^2\psi_0^2$ times the volume $h^3$, hence proportional to $1/N$. A model that can be worked through supplies the prefactor.

### Two electrons in a periodic box

Take two electrons of opposite spin in a singlet state in a periodic cube of side $L$, with a uniform neutralizing background and zero total momentum. If one electron has the wave vector $2\pi\mathbf g/L$, with $\mathbf g$ a vector of integers, the other has the opposite one. The basis contains all plane waves with $|\mathbf g|\le X$. There is one integer vector per unit volume, so for large $X$

$$N\to\frac{4\pi}{3}X^3 .$$

The kinetic energy of the pair $|\mathbf g,-\mathbf g\rangle$ is twice that of one electron:

$$2\,\frac{\hbar^2}{2m}\left(\frac{2\pi g}{L}\right)^2=Tg^2,\qquad T=\frac{\hbar^2}{m}\left(\frac{2\pi}{L}\right)^2 .$$

The Coulomb repulsion changes $\mathbf g'$ into $\mathbf g$ with the matrix element $e^2/(\varepsilon_0L^3q^2)$, where $q=2\pi|\mathbf g-\mathbf g'|/L$. Inserting $q$ gives

$$\frac{e^2}{\varepsilon_0L^3}\,\frac{L^2}{4\pi^2|\mathbf g-\mathbf g'|^2}=\frac{A}{|\mathbf g-\mathbf g'|^2},\qquad A=\frac{e^2}{4\pi^2\varepsilon_0L}.$$

The background removes the term $\mathbf g=\mathbf g'$. The constant energy of each electron with its own periodic images is left out.

The reference determinant puts both electrons into the uniform orbital $\mathbf g=0$. By translational symmetry this solves the Hartree–Fock equations, and its energy is zero in every one of these bases. The lowest eigenvalue of the matrix is therefore the correlation energy relative to this determinant. All zero-momentum pair states allowed by the basis are included, so the model has a basis error but no method error.

### What the omitted waves would contribute

Let $c_{\mathbf g}$ be the normalized real coefficients of the ground state at level $X$. An omitted wave $\mathbf g$ couples to this state through

$$W_g=A\sum_{\mathbf g'}\frac{c_{\mathbf g'}}{|\mathbf g-\mathbf g'|^2}\;\to\;\frac{As}{g^2},\qquad s=\sum_{\mathbf g'}c_{\mathbf g'} ,$$

because for large $g$ the important $\mathbf g'$ are short compared with $\mathbf g$. At contact all plane-wave factors of the pair equal one, so $s$ is the contact amplitude relative to that of the uncorrelated pair, for which $c_0=1$ and $s=1$. Its square $P=s^2$ is the relative pair density at contact.

Now add this one wave to the basis. With the old ground state at $E_X$ and the new state at $Tg^2$, the eigenvalue $\lambda$ obeys

$$(E_X-\lambda)(Tg^2-\lambda)=W_g^2,\qquad \lambda=E_X-\frac{W_g^2}{Tg^2-\lambda}\approx E_X-\frac{W_g^2}{Tg^2}.$$

In the last step $\lambda$ was neglected beside $Tg^2$. Couplings of the new wave to the other states change the denominator by an amount of order $A^2/(Tg^2)$, which is also small beside $Tg^2$ at large $g$. Each omitted wave would thus lower the energy by $PA^2/(Tg^6)$ to leading order. Summing over all of them, with their coupling to one another neglected and the sum replaced by an integral, gives

$$\delta=\frac{PA^2}{T}\int_X^\infty\frac{4\pi g^2}{g^6}\,dg=\frac{4\pi}{3}\,\frac{PA^2}{TX^3}.$$

Since $X^{-3}=4\pi/(3N)$,

$$\delta=\left(\frac{4\pi}{3}\right)^2\frac{PA^2}{TN}.$$

The error is proportional to the probability density for the electrons to meet.

The first correction can be sized. To leading order the distant coefficients are $c_{\mathbf g}\approx-W_g/(Tg^2)=-As/(Tg^4)$. A basis of level $X$ lacks those beyond $X$, whose sum is $-4\pi As/(TX)$. It therefore overestimates $s$ by the relative amount $4\pi A/(TX)$. Corrections to the error law are thus expected at relative order $1/X$. Their full coefficient is not worked out here. It also contains the next term of $W_g$ and the coupling of the omitted waves to one another, which reduces their summed contribution at the same relative order.

For atom-centred sets the cusp is the same, and the scaling estimate makes $\delta\propto1/N$ plausible if the functions are well distributed. The box does not prove it for them, so there $X^{-3}$ remains a premise.

## Numbers for the box

Choose the round value $L=2.0\times10^{-10}$ m, which stands for no material. The definitions give $T=1.205\times10^{-17}$ J and $A=3.672\times10^{-19}$ J, so $A/T=0.0305$. Numerical diagonalization, with waves related by cubic symmetry combined, yields:

| $X$ | $N$ | $E_X$ in $10^{-20}$ J |
|---|---|---|
| 5 | 515 | −7.8300 |
| 10 | 4169 | −7.8438 |
| 20 | 33401 | −7.8454 |

A comparison that needs no value for $E_\infty$ uses successive gains. If $\delta\propto X^{-3}$, each doubling of $X$ gains eight times less than the one before. The unrounded energies give

$$\frac{E_5-E_{10}}{E_{10}-E_{20}}=8.4 .$$

Part of the excess over 8 comes from counting lattice points in a sphere: the law $1/N$ with the actual $N$ predicts 8.1. The rest, about 4%, is of the size expected from the $1/X$ corrections.

For the prefactor, the state at $X=20$ has $P=0.40$: in this basis repulsion has reduced the contact density to 40% of its uncorrelated value, and larger bases lower it slightly further. The formula gives

$$\delta N=\left(\frac{4\pi}{3}\right)^2\frac{0.3995\,(3.672\times10^{-19}\ \text{J})^2}{1.205\times10^{-17}\ \text{J}}=7.84\times10^{-20}\ \text{J}.$$

The energies at $X=10$ and 20 give

$$\frac{E_{10}-E_{20}}{1/4169-1/33401}=7.80\times10^{-20}\ \text{J}.$$

The agreement to half a percent is closer than the theory warrants, since $P$ at $X=20$ is itself too large by about $8\pi A/(20\,T)\approx4\%$.

To speak of errors, a limit is needed. If $E_i=E_\infty+C/N_i$, then $N_iE_i=N_iE_\infty+C$, and subtracting two such equations removes $C$:

$$E_\infty\approx\frac{N_2E_2-N_1E_1}{N_2-N_1}.$$

Levels 10 and 20 give the estimate $-7.8456\times10^{-20}$ J, or $-0.4897$ eV. Relative to it, the error at $X=5$ is $1.56\times10^{-22}$ J, or 0.2% of the correlation energy.

Now buy one digit. A basis with $N=5137$ is $5137/515=9.97$ times larger than that of level 5, and its error is 10.3 times smaller. If the work grew as $N^4$, the price of a full digit, interpolated between these two bases, would be

$$9.975^{\,4/\log_{10}10.317}\approx8.8\times10^3 .$$

It lies somewhat below $10^4$ because the error at these levels still falls slightly faster than $1/N$. With a limit taken from levels 20 and 40 the value moves to $8.7\times10^3$.

## Why the work grows as the fourth power

With $v=N-o$ virtual orbitals, a costly step of coupled-cluster theory with double excitations is the ladder contraction

$$R_{ij}^{ab}=\sum_{cd}\langle ab|cd\rangle\,t_{ij}^{cd},$$

where $i,j$ are occupied and $a,b,c,d$ virtual. There are $o^2v^2$ results, and each needs $v^2$ multiplications, in total $o^2v^4$. For $N\gg o$ this is $o^2N^4$. Perturbative triples have the same power of $v$: a term $\sum_d t_{ij}^{ad}\langle bc|dk\rangle$ has $o^3v^3$ results with $v$ multiplications each, hence $o^3v^4$. These counts take the integrals as given. Forming $\langle ab|cd\rangle$ from the integrals over basis functions by four successive index transformations costs of order $N^5$ at fixed $o$. For neon with $N=91$ and four correlated orbitals, counted without permutational symmetry, this is already about 2.5 times the work of ten ladder contractions. The $N^4$ law therefore applies when the ladder is evaluated directly with the integrals over basis functions; if the transformed integrals are built, the asymptotic price of a digit is $10^5$.

The power 4 belongs to a better basis for the same molecule. With $o=2$, going from $v=4$ to $v=8$ raises the ladder from 1024 to 16384 multiplications, a factor $2^4$. If $o$ is doubled as well, as for a molecule twice as large, the count becomes 65536, a factor $2^6$ above the first. That extra work treats more electrons; it does not buy a digit.

In the box, momentum conservation would make the ladder much cheaper than $N^4$. The box therefore supports the error law, while the cost law refers to molecules without such a symmetry.

## The price at practical levels

For atomic sets the full polynomial $N(X)$ should be used. Keeping $\delta\propto X^{-3}$ and continuing $N(X)$ to non-integer levels, the price of a digit from level $X$ is

$$R(X)=\left[\frac{N(10^{1/3}X)}{N(X)}\right]^4 .$$

From triple zeta, $X=3$, the target level is 6.46. The polynomial gives 167.7 functions there against 30, a ratio of 5.59, and $5.59^4\approx980$. The price is about 460 from $X=2$, 2100 from $X=5$, 4200 from $X=10$ and 9100 from $X=100$.

The approach to the limit follows from the first correction to $N$:

$$\frac{N(10^{1/3}X)}{N(X)}\approx10\left[1-\frac{9}{2X}\left(1-10^{-1/3}\right)\right]=10\left(1-\frac{2.41}{X}\right),$$

so that $R\approx10^4(1-9.6/X)$ for $X\gg10$. Ten thousand is thus the asymptotic price, approached from below for a pure $X^{-3}$ error; for an error $\propto(X+\alpha)^{-3}$ this holds only if $\alpha<3/2$. At small $X$ a basis already carries many functions of low angular momentum, and raising the level multiplies their number less than the cube suggests. These smaller prices still assume the pure $X^{-3}$ error, which actual sets need not follow at low levels. For the valence MP2 energy of neon, measured against the limit extrapolated from levels 4 and 5, the error falls only as about $X^{-2.2}$ between levels 2 and 3 and $X^{-2.6}$ between levels 3 and 4. A digit from $X=2$ then needs about $X=5$ and costs about $(91/14)^4\approx1800$ instead of 460. These neon figures depend on the estimated limit: extrapolating levels 4 and 5 with $(X+\tfrac12)^{-3}$ lowers it by 2 millihartree, changes the exponents to 2.1 and 2.5, and raises the price to about 2600. The prices $R(X)$ also use $N^4$ in place of $v^4=(N-o)^4$, which understates the ratio when $N$ is not much larger than $o$: with three occupied orbitals per atom, the price from $X=3$ would be $(164.7/27)^4\approx1400$. They therefore indicate a size and not a forecast.

## What the scaling means in practice

Suppose a calculation takes one hour and lies in the asymptotic regime. One more digit takes $10^4$ hours, or 1.14 years. Two more digits take $10^8$ hours, about 11,400 years. With the finite-level price from triple zeta, which assumes the pure $X^{-3}$ error and $N^4$ work, the first digit would take about 980 hours, or 41 days; a slower fall of the error at low levels or work growing as $v^4$ makes it longer.

The $1/N$ error law follows from expanding the cusp in orbitals, so the argument above does not apply to a method that treats the cusp differently. Explicitly correlated functions, which contain the electron separation $r$, put the kink into the wave function directly. Extrapolation removes the leading error afterwards. In the box, levels 5 and 10 extrapolate to a value that differs from the estimate made with levels 10 and 20 by $0.7\times10^{-24}$ J. The plain result at $X=20$ differs from that estimate by $2.3\times10^{-24}$ J, although its basis is eight times larger than that of level 10. Under an $N^4$ law that larger basis would cost about 4000 times more. Both deviations are measured against an estimated limit, so their ratio of about 3 is approximate. Using the known form of the error is here worth about half a digit beyond the plain calculation at $X=20$, at a small fraction of its price.
